# Comment on a note that takes the photoelectron final state with outgoing waves

## The argument under review

The note treats one-photon ionization of a spinless electron with $H = p^2/2 + V(\mathbf r)$, $V$ real and local, in the dipole approximation and in Hartree atomic units. It makes three claims.

- (A) The electron leaves the atom, so its final state must be $\psi^+_{\mathbf k}$, a plane wave plus outgoing spherical waves, and the amplitude is $\langle\psi^+_{\mathbf k}|\boldsymbol\epsilon\cdot\mathbf r|\varphi_i\rangle$.
- (B) The choice cannot matter for angular distributions, because the asymmetry parameter $\beta$ of unpolarized hydrogen $2p$ comes out the same with the incoming-wave state $\psi^-_{\mathbf k}$.
- (C) With $\psi^+$ the emission delay is $-d\delta_l/dE$, so near a shape resonance the electron is emitted early.

Claims (A) and (C) are wrong. The observation on $\beta$ is right, but the conclusion drawn from it is not. The opposite statement, that every interference observable changes, is also false.

## 1. The state selected by a detector

Take the field $\mathrm{Re}[\boldsymbol\epsilon\,\mathcal E_0\,e^{-t^2/2T^2}e^{-i\omega t}]$, coupled through $\mathbf r\cdot\mathbf E$, and an initial state $\varphi_i$ of energy $E_i$. Define the source $S = (\boldsymbol\epsilon\cdot\mathbf r)\varphi_i$. The absorption term gives in first order

$$i\partial_t\psi = H\psi + f(t)e^{-iE_it}S,\qquad f = \tfrac12\mathcal E_0e^{-t^2/2T^2-i\omega t}.$$

The emission term is off resonance for continuum energies and is dropped. The solution that vanishes before the pulse is $\psi(t) = -i\int_{-\infty}^t dt'\,e^{-iH(t-t')}f(t')e^{-iE_it'}S$. For $t\gg T$ the upper limit goes to infinity, and the Gaussian integral gives

$$\psi(t)\propto e^{-iHt}\chi,\qquad \chi = g(H)S,\qquad g(E) = e^{-T^2(E-E_c)^2/2},$$

with $E_c = E_i+\omega$. For $TE_c\gg1$, $\chi$ has no appreciable bound part.

For short-range $V$ the packet ends up moving freely, and the detector in direction $\hat{\mathbf k}$ counts the momentum component present at late times. With the free phase removed and $E=k^2/2$, that amplitude is

$$a(\mathbf k) = \lim_{t\to+\infty}\langle\mathbf k|e^{iEt}e^{-iHt}|\chi\rangle .$$

If $F(t)$ has a limit, it equals $\lim_{\varepsilon\to0^+}\varepsilon\int_0^\infty e^{-\varepsilon t}F(t)\,dt$, because the weight is normalized and moves to late times. The integral of the operator is

$$\varepsilon\int_0^\infty e^{-\varepsilon t+i(E-H)t}dt = \frac{\varepsilon}{\varepsilon-i(E-H)} = \frac{i\varepsilon}{E-H+i\varepsilon}.$$

The bra $\langle\mathbf k|\,i\varepsilon(E-H+i\varepsilon)^{-1}$ is the adjoint of the ket $-i\varepsilon(E-H-i\varepsilon)^{-1}|\mathbf k\rangle$. Since $(E-H)|\mathbf k\rangle=-V|\mathbf k\rangle$, we have $-i\varepsilon|\mathbf k\rangle = (E-H-i\varepsilon)|\mathbf k\rangle+V|\mathbf k\rangle$, and the ket is

$$|\psi^-_{\mathbf k}\rangle = |\mathbf k\rangle+(E-H-i0)^{-1}V|\mathbf k\rangle .$$

This is an eigenstate of $H$ with energy $E$, so $a(\mathbf k) = g(E)A_-(\mathbf k)$ with $A_-(\mathbf k;S)=\langle\psi^-_{\mathbf k}|S\rangle$.

The free kernel of $(E-H_0+i\varepsilon)^{-1}$ is $-e^{i\kappa R}/2\pi R$ with $\kappa^2 = 2(E+i\varepsilon)$, where the root with $\mathrm{Im}\,\kappa>0$ is the one that decays. So $+i0$ means $e^{+ikR}$ (outgoing) and $-i0$ means $e^{-ikR}$ (incoming). The same steps with $t\to-\infty$ reverse the sign of $\varepsilon$ and give $\psi^+_{\mathbf k}$. The label $\mathbf k$ on $\psi^+$ is therefore the momentum in the distant past: $\psi^+$ describes a prepared beam that afterwards scatters into all directions. The label on $\psi^-$ is the momentum in the distant future, which is the measured one. Claim (A) confuses the physical wave, which is outgoing, with the basis state on which it is projected. The outgoing $+i0$ stands in the bra and becomes $-i0$ in the ket.

## 2. What the wrong state computes

For real local $V$ the kernel of $H$ is real, so complex conjugation turns $+i0$ into $-i0$ and $e^{-i\mathbf k\cdot\mathbf r}$ into $e^{i\mathbf k\cdot\mathbf r}$. Hence $\psi^-_{\mathbf k} = (\psi^+_{-\mathbf k})^*$, and

$$A_+(\mathbf k;S) = \int(\psi^+_{\mathbf k})^*S = \int\psi^-_{-\mathbf k}S = \Big[\int(\psi^-_{-\mathbf k})^*S^*\Big]^* = A_-(-\mathbf k;S^*)^* .$$

The note computes the correct distribution of the conjugated source in the opposite direction, with the phase reversed. No spherical symmetry was used. If $S$ is real, $V$ is inversion symmetric and $S$ has definite parity, then $A_-(-\mathbf k)=\pm A_-(\mathbf k)$ and $|A_+|=|A_-|$. If $S$ is real without that symmetry, forward and backward are exchanged. If $S$ is complex, the pattern is that of $S^*$ at $-\mathbf k$; the reversal of direction drops out only when $V$ is inversion symmetric and $S$ has definite parity. The relation needs modification with a magnetic field or spin-orbit coupling, where time reversal is more than conjugation, and with an absorptive complex $V$, where $H$ is not Hermitian and section 1 does not apply as written.

## 3. Partial waves: which factor is conjugated

Let $V$ be central and let $F_l(r)$ be the real regular radial solution, positive at small $r$, with $F_l\to\sin(\theta_l+\delta_l)$ and $\theta_l = kr-l\pi/2$. The plane wave normalized to $\delta(\mathbf k-\mathbf k')$ has the Rayleigh expansion with prefactor $4\pi(2\pi)^{-3/2}=\sqrt{2/\pi}$ and radial functions $kr\,j_l(kr)\to\sin\theta_l$. Replace $kr\,j_l$ by $b_lF_l$, where

$$b_lF_l\to\frac{1}{2i}\big[b_le^{i\delta_l}e^{i\theta_l}-b_le^{-i\delta_l}e^{-i\theta_l}\big].$$

In $\psi^-$ the difference from the plane wave must contain no outgoing wave, so $b_le^{i\delta_l}=1$. In $\psi^+$ it must contain no incoming wave, so $b_le^{-i\delta_l}=1$. Thus

$$\psi^\pm_{\mathbf k} = \sqrt{\frac2\pi}\frac1k\sum_l i^le^{\pm i\delta_l}\frac{F_l(r)}{r}\,\frac{2l+1}{4\pi}P_l(\hat{\mathbf k}\cdot\hat{\mathbf r}).$$

The factor $i^l$ belongs to the plane wave and is common to both states. For $S = r^{-1}s(r)G(\hat{\mathbf r})$, let $G_l$ be the part of $G$ with angular momentum $l$, which the Legendre kernel projects out, and let $D_l=\int_0^\infty F_ls\,dr$, which is real. Conjugating the state in the bra gives

$$A_\mp = \sqrt{\frac2\pi}\frac1k\sum_l(-i)^le^{\pm i\delta_l}D_l\,G_l(\hat{\mathbf k}).$$

The cross term of channels $l,l'$ in $|A_\mp|^2$ is proportional to

$$2D_lD_{l'}\,\mathrm{Re}\big[(-i)^{l'-l}e^{\pm i(\delta_{l'}-\delta_l)}G_l^*G_{l'}\big].$$

For real $G_l^*G_{l'}$ and even $l'-l$ the bracket yields $\cos(\delta_{l'}-\delta_l)$, which does not see the sign. For real $G_l^*G_{l'}$ and odd $l'-l$ it yields a sine, which flips. An imaginary part of $G_l^*G_{l'}$ contributes the other function (a sine for even $l'-l$, a cosine for odd), so both occur when the real and imaginary parts are both nonzero. The angle-integrated yield has no cross terms, since different $G_l$ are orthogonal, and is unchanged. Conjugating $i^l$ as well would be a second error. As $i^l=(-1)^l(-i)^l$ and $G_l(-\hat{\mathbf k})=(-1)^lG_l(\hat{\mathbf k})$, it amounts to $\mathbf k\to-\mathbf k$. For a real source the two errors cancel in the modulus, since section 2 gives $A_+(-\mathbf k;S)=A_-(\mathbf k;S)^*$, but the phase, and with it the delay, stays reversed.

## 4. The outgoing wave itself, including the Coulomb tail

For $V\to-1/r$ the limit in section 1 does not exist, because the phase keeps growing logarithmically. A stationary argument covers both cases. For steady light switched on as $e^{\varepsilon t}$, the first-order equation with $\psi=\psi_{\rm sc}e^{-iEt+\varepsilon t}$ becomes $(E-H+i0)\psi_{\rm sc}=S$ for unit coupling. Write $\psi_{\rm sc}=\sum_lr^{-1}w_lG_l$, so that $(E-H_l)w_l=s$ with $H_l=-\tfrac12\partial_r^2+l(l+1)/2r^2+V$. The Green function is $\gamma F_l(r_<)H^+_l(r_>)$, with $H_l^+\to e^{i(\theta_l+\delta_l)}$. Its slope must jump by 2 at $r=r'$, because of the term $\tfrac12\partial_r^2$, so $\gamma(F_lH^{+\prime}_l-F_l'H^+_l)=2$. The Wronskian is constant. At infinity, with $\alpha=\theta_l+\delta_l$, it is $ke^{i\alpha}(i\sin\alpha-\cos\alpha)=-k$, so $\gamma=-2/k$. Outside the source

$$w_l\to c_le^{ikr},\qquad c_l=-\frac2k(-i)^le^{+i\delta_l}D_l .$$

Since $2/k=\sqrt{2\pi}\sqrt{2/\pi}/k$, this reads $\psi_{\rm sc}\to-\sqrt{2\pi}\,A_-(k\hat{\mathbf r})\,e^{ikr}/r$. The physical wave is purely outgoing, as the note wants, and its angular amplitude is $A_-$.

For hydrogen (nonrelativistic, infinite nuclear mass) set $\rho=kr$, $\eta=-1/k$. The radial equation is $u''+[1-2\eta/\rho-l(l+1)/\rho^2]u=0$. With $u=\rho^{l+1}e^{i\rho}M$ it becomes $\rho M''+(2l+2+2i\rho)M'+[2i(l+1)-2\eta]M=0$. With $z=-2i\rho$, after division by $-2i$, this is Kummer's equation with regular solution $M={}_1F_1(a;b;z)$, $a=l+1+i\eta$, $b=2l+2$. At large $|z|$, $M\to\Gamma(b)[(-z)^{-a}/\Gamma(b-a)+e^zz^{a-b}/\Gamma(a)]$. The first term carries the outgoing wave $e^{i\rho}\rho^{l+1}(2i\rho)^{-l-1-i\eta}/\Gamma(l+1-i\eta)$. Here $i^{-i\eta}=e^{\pi\eta/2}$ is real and positive, and $1/\Gamma(l+1-i\eta)$ has the phase $\sigma_l=\arg\Gamma(l+1+i\eta)$. The total phase is $\rho-\eta\ln2\rho-(l+1)\pi/2+\sigma_l$, which is that of $e^{i\alpha}/2i$ with $\alpha=kr+\ln(2kr)/k-l\pi/2+\sigma_l$. The partial-wave forms of $\psi^\pm_{\mathbf k}$ and $A_\mp$ in section 3 and the coefficient $c_l$ of this section carry over with $\delta_l=\sigma_l$ and $kr\to kr+\ln(2kr)/k$ in the asymptotic phases. The matching in section 3 is then to this logarithmically distorted wave, not to a plane wave, and the limit of section 1 is not used. From $\Gamma(x+1)=x\Gamma(x)$, $\sigma_l-\sigma_{l-1}=\arg(l-i/k)=-\arctan(1/lk)$.

The numerical check solves the driven radial equation by finite differences with exterior complex scaling, using neither $F_l$ nor $\sigma_l$. It divides out only the asymptotic factor $e^{i[kr+\ln(2kr)/k]}$ that defines $c_l$, at three radii, and extrapolates away the $1/r$ and $1/r^2$ terms. For ionization from $n=2$ with $\omega=0.25$ hartree ($6.803$ eV), $E=0.125$ hartree and $k=0.5$ bohr$^{-1}$. The bound functions are $u_{2s}=r(1-r/2)e^{-r/2}/\sqrt2$ and $u_{2p}=r^2e^{-r/2}/2\sqrt6$, with $s=ru$. Then $D_0=0.50032$ and $D_2=1.58214$ (from $2p$) and $D_1=1.93771$ (from $2s$), in bohr$^{3/2}$. With $\sigma_1=-1.23680$ rad,

$$c_1=4i\times1.93771\times(0.3278-0.9447i)=7.323+2.541i .$$

The driven equation gives $7.320+2.547i$, and $\psi^+$ would give $-7.323+2.541i$. Agreement with $\psi^-$ is asserted to $2\times10^{-3}$ of $|c_l|$ for $l=0,1,2$. The partial-wave sums for both $\psi^\pm$ are also tested against their closed parabolic forms.

## 5. Three hydrogen observables

Define $a_0=D_0e^{i\sigma_0}$, $a_1=-iD_1e^{i\sigma_1}$, $a_2=-D_2e^{i\sigma_2}$ and $\Delta=\sigma_2-\sigma_0=-\arctan(1/k)-\arctan(1/2k)$, so that $a_0^*a_2=-D_0D_2e^{i\Delta}$. At $k=0.5$, $\Delta=-1.10715-0.78540=-1.89255$ rad, $\cos\Delta=-0.31623$, $\sin\Delta=-0.94868$. The products needed are $D_0^2=0.2503$, $D_2^2=2.5032$, $D_0D_2=0.7916$. For a unit vector $\mathbf n$, $n_in_j$ splits into $\delta_{ij}/3$ ($l=0$) and the traceless remainder ($l=2$).

**Unpolarized $2p$, $\boldsymbol\epsilon=\hat{\mathbf z}$.** The incoherent sum over $m$ is unchanged by a unitary change of basis, so the real orbitals $p_x,p_y,p_z$ may be used. Each gives a real even source, and section 2 already implies no change. With $c=\cos\theta$ and the common factor $3/4\pi$ dropped, $p_z$ gives $G=c^2=\tfrac13+\tfrac23P_2$, while $n_zn_x$ and $n_zn_y$ are pure $l=2$ and their squares add to $c^2(1-c^2)$:

$$I=\tfrac19D_0^2-\tfrac49D_0D_2\cos\Delta\,P_2+D_2^2\big[(c^2-\tfrac13)^2+c^2-c^4\big].$$

The bracket is $\tfrac13c^2+\tfrac19=\tfrac29+\tfrac29P_2$. With $I\propto1+\beta P_2$,

$$\beta=\frac{2D_2^2-4D_0D_2\cos\Delta}{D_0^2+2D_2^2}=\frac{5.0063+1.0013}{5.2567}=1.1429 .$$

The driven wave and $\psi^+$ both give $1.1429$. This is the correct part of (B), and it holds although the interference term is present.

**$2p$, $m=+1$, $\boldsymbol\epsilon=\hat{\mathbf x}$, detection in the $xy$ plane.** With $Y_{11}\propto n_x+in_y$, $G\propto n_x^2+in_xn_y$, whose $l=0$ part is $\tfrac13$. In the plane $G=\cos\phi\,e^{i\phi}=\tfrac12(1+e^{2i\phi})$, so $G_2=\tfrac16+\tfrac12e^{2i\phi}$. Twice the amplitude is $B+a_2e^{2i\phi}$ with $B=(2a_0+a_2)/3$. Then $|B|^2=(4D_0^2+D_2^2-4D_0D_2\cos\Delta)/9$ and $B^*a_2=(D_2^2-2D_0D_2e^{i\Delta})/3$. Expanding $\cos(\Delta+2\phi)$ in $2\,\mathrm{Re}(B^*a_2e^{2i\phi})$ gives

$$I=I_0+C\cos2\phi+S_2\sin2\phi,$$

$$I_0=D_2^2+|B|^2,\quad C=\tfrac23(D_2^2-2D_0D_2\cos\Delta),\quad S_2=\tfrac43D_0D_2\sin\Delta .$$

In bohr$^3$, $I_0=2.5032+4.5057/9=3.0038$, $C=\tfrac23(2.5032+0.5006)=2.0025$ and $S_2=\tfrac43(0.7916)(-0.94868)=-1.0013$. The maximum lies at $\tan2\phi=S_2/C=-0.500$, or $\phi=-13.28^\circ$, and

$$\frac{I(45^\circ)}{I(-45^\circ)}=\frac{3.0038-1.0013}{3.0038+1.0013}=0.500 .$$

The driven wave gives the same two values. The state $\psi^+$ sends $\Delta\to-\Delta$ and gives $+13.28^\circ$ and $2.000$. The source is even and $S^*$ is, up to sign, the source for $m=-1$, so section 2 predicts that $+13.28^\circ$ is the true tilt for $m=-1$. The driven wave for $m=-1$ confirms it. An analysis with $\psi^+$ would assign the wrong sense of orbital circulation. The round values rest on $D_2/D_0=3.162$, which equals $\sqrt{10}$ to these digits. That equality is observed here and not derived.

**$(2s+2p_0)/\sqrt2$, $\boldsymbol\epsilon=\hat{\mathbf z}$.** This real state has mixed parity and, with the signs above, $\langle z\rangle=-3.000$ bohr. Any static field used to prepare it is neglected in the continuum. With $1/\sqrt{8\pi}$ dropped, the amplitude is $a_1c+\sqrt3[a_0/3+a_2(c^2-\tfrac13)]$, which at $c=\pm1$ is $\pm a_1+B'$ with $B'=(a_0+2a_2)/\sqrt3$. The asymmetry is $\mathcal A=[I(+z)-I(-z)]/[I(+z)+I(-z)]=2\,\mathrm{Re}(a_1^*B')/(|a_1|^2+|B'|^2)$. With $a_1^*=iD_1e^{-i\sigma_1}$ and $\mathrm{Re}(ie^{ix})=-\sin x$, one finds $\mathrm{Re}(a_1^*a_0)=D_0D_1\sin(\sigma_1-\sigma_0)$ and $\mathrm{Re}(a_1^*a_2)=D_1D_2\sin(\sigma_2-\sigma_1)$, so

$$\mathcal A=\frac{\tfrac{2}{\sqrt3}D_1\big[D_0\sin(\sigma_1-\sigma_0)+2D_2\sin(\sigma_2-\sigma_1)\big]}{D_1^2+\tfrac13\big(D_0^2+4D_2^2-4D_0D_2\cos\Delta\big)} .$$

The numerator is $2.2375\times(-0.4475-2.2375)=-6.008$ and the denominator $3.7547+11.2643/3=7.509$, so $\mathcal A=-0.800$. The driven wave gives $-0.800$ and $\psi^+$ gives $+0.800$, the wrong hemisphere.

For $k\gg1$ the phase differences fall as $1/k$, and with them the sine terms that separate the two states. This alone does not force the two tilt angles to merge: $\tan2\phi=2D_0\sin\Delta/(D_2-2D_0\cos\Delta)$ is a ratio, and its denominator also becomes small if $D_2/D_0$ approaches $2$. For $k\to0$ each difference tends to $-\pi/2$, so $\sin\Delta\to0$ while the sines in $\mathcal A$ tend to $-1$. If the $D_l$ keep finite ratios and the signs found at $k=0.5$, then $C\to\tfrac23(D_2^2+2D_0D_2)>0$ and the numerator of $\mathcal A$ tends to $-\tfrac2{\sqrt3}D_1(D_0+2D_2)\neq0$, so near threshold the error is suppressed in the tilt but not in the asymmetry. The $D_l$ in these two limits are not computed here.

## 6. The delay

Take short-range $V$ and one channel, so that $D(k)$ is real and the detection amplitude is $b(k)e^{i\phi(k)}$ with $b\propto gD$ real and $\phi=\delta_l$ up to a constant. At late times the packet is far outside and $w(r,t)\propto\int dk\,\mathcal C\,e^{ikr}$, $\mathcal C=b\,e^{i\phi-ik^2t/2}$. In this Fourier representation $r=i\partial_k$, and $\mathcal C^*i\partial_k\mathcal C=ibb'+(kt-\phi')b^2$. The first term is a total derivative and integrates to zero, so

$$\langle r\rangle\to\langle k\rangle t-\langle d\delta_l/dk\rangle,\qquad\text{weight } g^2D^2dk .$$

For $l=1$ the free outgoing wave is $-e^{ikr}(1+i/kr)$. Its extra phase, about $1/kr$, adds about $1/k^2r\approx1/k^3t$ to the position. For a narrow spectrum $\langle r\rangle=k(t-\tau)$ with $\tau=k^{-1}d\delta_l/dk=d\delta_l/dE$, measured from the pulse peak and relative to a free electron starting at the origin. This is half the scattering delay, whose phase is $2\delta_l$. With $\psi^+$, $\phi=-\delta_l$, which is the origin of (C). When coupled channels make $D$ complex, its phase adds to $\phi$.

The model is a spherical well of depth $V_0=1.1$ hartree and radius $a=2$ bohr, with an $s$ state at $-0.45581$ hartree, ionized to the $p$ wave with $E_c=0.05$ hartree ($\omega=0.50581$ hartree) and $T=60$ a.u. Let $\hat j=xj_1(x)$, $\hat n=xy_1(x)$, with $\hat j\hat n'-\hat j'\hat n=1$, and $K^2=k^2+2V_0$. Inside, $F=N\hat j(Kr)$ with $N>0$. Outside, $F=\cos\delta\,\hat j(kr)-\sin\delta\,\hat n(kr)$. Continuity of value and slope equates the outer function and its $x$ derivative to $Np$ and $Nq$, with $p=\hat j(Ka)$ and $q=(K/k)\hat j'(Ka)$. Eliminating with the Wronskian gives $\cos\delta=N(p\hat n'-q\hat n)$ and $\sin\delta=N(p\hat j'-q\hat j)$ at $x=ka$.

At $k_c=0.31623$ bohr$^{-1}$, $\delta=1.3213$ rad and $d\delta/dk=13.844$ bohr, so $\tau(E_c)=13.844/0.31623=43.78$ a.u. $=1059$ as. The weighted averages are $\langle d\delta/dk\rangle=12.063$ bohr and $\langle k\rangle=0.31421$, giving a mean delay $12.063/0.31421=38.39$ a.u. $=929$ as. The two delays differ because $d\delta/dk$ varies across the pulse spectrum.

The independent test evolves $\chi$ in the real eigenstates of a large box, where no scattering boundary condition enters. It finds $\langle r\rangle=145.108$, $207.923$ and $270.749$ bohr at $t=500$, $700$ and $900$ a.u. The form $A+vt+C'/t$ through these points has $v=0.31420$ and $A=-12.079$ bohr. Three points fix the three parameters, so the fit does not test the $1/t$ form. Without that term, the straight line through the first and last points has slope $(270.749-145.108)/400=0.31410$ and intercept $145.108-157.051=-11.94$ bohr, so the $1/t$ term moves the intercept by about $0.14$ bohr, roughly $1\%$, and does not affect its sign. The three-parameter intercept $A$ differs from $-12.063$ by about $0.1\%$ of that value, within the asserted $1\%$. The electron is late. The state $\psi^+$ gives $+12.063$ bohr, which would place the extrapolated trajectory six well radii out at the moment of the pulse peak.

In hydrogen a single-channel delay of this kind is not defined, since the $k$ derivative of $\ln(2kr)/k$ grows with $r$. The term is common to all $l$ and cancels in the relative $d$–$s$ delay,

$$\frac{d\Delta}{dE}=\frac1k\Big[\frac1{1+k^2}+\frac2{1+4k^2}\Big]=\frac{0.8+1}{0.5}=3.600\ \text{a.u.}=87.1\ \text{as}.$$

The energy derivative of $\arg(c_2/c_0)$ from the driven equation gives $3.600$ a.u., where $\psi^+$ gives $-3.600$ a.u.

## 7. No spherical symmetry

Sections 1 and 2 are tested directly in one dimension with $V=-3e^{-[(x-1)/0.5]^2}-1.5e^{-[(x+1)/0.5]^2}$ hartree, $S=x\varphi_0$ with the real ground state near $-1.29$ hartree ($-1.2948$ on the program's grid of spacing $0.04$ bohr), $E_c=0.5$ hartree and $T=15$ a.u. For $k>0$, $\psi^+_k$ is pure $e^{ikx}$ on the right and has unit coefficient of $e^{ikx}/\sqrt{2\pi}$ on the left. For $\psi^-_k$ the sides are exchanged, so that all waves other than the unit $e^{ikx}$ on the right run toward the wells. The Fourier amplitude of the evolved packet at $t=150$ a.u., freed of the free phase and divided by $g$, is at $|k|=1$ bohr$^{-1}$

- $+k$: evolved $-0.2439-0.1960i$; $\psi^-$ $-0.2439-0.1958i$; $\psi^+$ $-0.1239+0.1442i$;
- $-k$: evolved $-0.1237-0.1443i$; $\psi^-$ $-0.1239-0.1442i$; $\psi^+$ $-0.2439+0.1958i$.

The evolved amplitudes match $A_-$ in modulus and phase, and $A_+(k)$ is the conjugate of the evolved amplitude at $-k$. Both statements are asserted to $1\%$ of the larger amplitude at three momenta. The squared moduli $0.0978$ and $0.0361$ give the asymmetry $0.0617/0.1339=0.46$. The evolved values are $0.470$, $0.461$ and $0.431$ at $k=0.85$, $1$ and $1.15$ bohr$^{-1}$, and $\psi^+$ gives $-0.469$, $-0.460$ and $-0.431$. With plane-wave final states a real $S$ has $A(-k)=A(k)^*$ and no asymmetry, so in this model the whole effect comes from the action of $V$ on the departing electron, which is the part that the boundary condition controls.

## Recommendation

The note should not stand in its present form. Its amplitudes must be recomputed with $\psi^-_{\mathbf k}$. Its total yields and its $\beta$ may be kept, but (B) is not general. It holds for real sources of definite parity in an inversion-symmetric potential and for incoherent sums of them. That condition is sufficient, not necessary: for unpolarized $2p$ and circular light, section 2 says that $\psi^+$ gives the pattern of the opposite helicity, and reflection in the plane containing the light axis and $\mathbf k$ shows that the two patterns are equal. Claim (C) must be withdrawn.

## Computed values

```
H n=2: omega = 0.250 Ha = 6.803 eV, k = 0.500 1/bohr, E = 0.125 Ha
sigma_0,1,2 = -0.12965 -1.23680 -2.02219 rad
sigma1-sigma0, sigma2-sigma1 = -1.10715 -0.78540 rad
Delta = -1.89255 rad, cos = -0.31623, sin = -0.94868
D0(2p), D1(2s), D2(2p) = 0.50032 1.93771 1.58214 bohr^1.5
c_0 driven -1.985+0.257j, psi- -1.984+0.259j, psi+ -1.984-0.259j a.u.
c_1 driven 7.320+2.547j, psi- 7.323+2.541j, psi+ -7.323+2.541j a.u.
c_2 driven -2.756-5.697j, psi- -2.761-5.695j, psi+ -2.761+5.695j a.u.
beta: psi- 1.1429, driven 1.1429, psi+ 1.1429
plane I0, cos2phi, sin2phi terms = 3.0038 2.0025 -1.0013 bohr^3
tilt m=+1: psi- -13.28, driven -13.28, psi+ 13.28 deg
tilt m=-1: driven 13.28 deg
I(45)/I(-45): psi- 0.5000, driven 0.5000, psi+ 2.0000
<z> of (2s+2p0)/sqrt2 = -3.0000 bohr
z asymmetry: psi- -0.8000, driven -0.8000, psi+ 0.8000
d-s delay: psi- 3.600, driven 3.600, psi+ -3.600 a.u.; psi- 87.1 as
well: V0 = 1.1 Ha, a = 2.0 bohr, Ec = 0.05 Ha, T = 60.0 a.u.
E_s = -0.45581 Ha, carrier omega = 0.50581 Ha, kc = 0.31623 1/bohr
delta(kc) = 1.3213 rad, ddelta/dk = 13.844 bohr, D = 4.9054 bohr^1.5
tau(Ec) = 43.78 a.u. = 1059 as
<r> at t = 500, 700, 900 a.u.: 145.108 207.923 270.749 bohr
<k> = 0.31421, propagated velocity = 0.31420 a.u.
intercept: psi- -12.063, propagated -12.079, psi+ 12.063 bohr
mean delay: psi- 38.39, propagated 38.45, psi+ -38.39 a.u.
mean delay psi- = 929 as
1D: V = -3 exp(-((x-1)/0.5)^2) - 1.5 exp(-((x+1)/0.5)^2) Ha
E_ground = -1.2948 Ha, Ec = 0.5 Ha, T = 15.0 a.u., t = 150.0 a.u.
k = 0.85: A(+k) time -0.2172-0.2043j, psi- -0.2171-0.2041j, psi+ -0.1182+0.1346j a.u.
k = 0.85: A(-k) time -0.1181-0.1346j, psi- -0.1182-0.1346j, psi+ -0.2171+0.2041j a.u.
k = 0.85: asymmetry time 0.470, psi- 0.469, psi+ -0.469
k = 1.0: A(+k) time -0.2439-0.1960j, psi- -0.2439-0.1958j, psi+ -0.1239+0.1442j a.u.
k = 1.0: A(-k) time -0.1237-0.1443j, psi- -0.1239-0.1442j, psi+ -0.2439+0.1958j a.u.
k = 1.0: asymmetry time 0.461, psi- 0.460, psi+ -0.460
k = 1.15: A(+k) time -0.2506-0.1811j, psi- -0.2506-0.1809j, psi+ -0.1177+0.1553j a.u.
k = 1.15: A(-k) time -0.1175-0.1555j, psi- -0.1177-0.1553j, psi+ -0.2506+0.1809j a.u.
k = 1.15: asymmetry time 0.431, psi- 0.431, psi+ -0.431
```
